Critical radius and growth barrier of a bridging filament

**Problem**

A layer of thickness h = 5 nm lies between two flat electrodes. A new phase forms a straight circular column of radius r through the layer, touching both electrodes. The wall between the column and the surrounding old phase costs σ = 0.05 J/m² of free energy per area. The new phase is lower in free energy than the old one by g = 10⁸ J/m³; this difference, counted positive, is the bulk driving force.

(a) If the column keeps a uniform radius, above what radius does it grow of its own accord, and what barrier must it climb from zero radius?

(b) How much of the barrier is left for a uniform column that already has a radius of 0.3 nm?

(c) Is the barrier of (a) the least that the system must pay to form a bridge?

(d) How far do effects left out of the model move the answer?

Take the wall to be sharp, with the same σ in every direction and at every curvature. Let each electrode have the same contact energy with both phases. There is no strain and no bias, and the temperature is fixed. Part (d) relaxes several of these assumptions, one at a time.

**A tempting solution**

The wall pulls inward like the skin of a drop, with pressure 2σ/r. The driving force pushes outward with pressure g. The critical radius is where the two balance:

2σ/r = g, so r = 2σ/g = 2(0.05 J/m²)/(10⁸ J/m³) = 1.0 nm.

The barrier is then the free energy of the column at this radius. The wall area is 2πrh and the volume is πr²h, so

F = 2πrhσ − πr²hg = πrh(2σ − gr) = 0,

because gr = 2σ. The cost of the wall is just repaid by the bulk, and the column seems to form without any barrier.

**Where it fails**

The expression for F is right, but the radius put into it is not the critical one. A body is in balance when a small outward displacement of its wall costs as much wall energy as it gains in bulk energy:

σ dA = g dV, or σ dA/dV = g.

The inward pressure is therefore σ dA/dV, and it depends on the shape. For a sphere, A = 4πr² and V = 4πr³/3, so

dA/dV = (8πr dr)/(4πr² dr) = 2/r.

For the column, with h fixed by the electrodes, A = 2πrh and V = πr²h, so

dA/dV = (2πh dr)/(2πrh dr) = 1/r.

A sphere is curved in two directions, a column in one. The tempting solution used the pressure of a sphere for a column. At 1.0 nm the column is not in balance: its wall pulls inward with σ/r = g/2, while the driving force pushes outward with g. It is already growing. The vanishing of F there says that the column has regained the free energy it started with, and it says nothing about the height passed on the way.

**(a) The uniform column**

Measure the free energy from the layer with no column. The flat ends cover part of each electrode, but replacing old phase by new phase there costs nothing, since the contact energies are equal. What remains is

F(r) = 2πhσ r − πhg r².

The first term is linear in r and the second quadratic, so the wall wins for thin columns and the bulk for thick ones. The derivatives are

dF/dr = 2πhσ − 2πhg r = 2πh(σ − gr),

d²F/dr² = −2πhg.

The slope vanishes at the critical radius

r_c = σ/g,

which is written r* in the numerical output. The second derivative is negative, so this is a maximum. Below r_c the slope is positive and a uniform column lowers its free energy by shrinking; above r_c it does so by growing. The thickness h has dropped out of r_c because wall area and volume are both proportional to it.

The barrier W is the value of F at the maximum:

W = 2πhσ(σ/g) − πhg(σ/g)² = 2πhσ²/g − πhσ²/g = πhσ²/g.

These formulas contain no physical constant, so they hold unchanged in atomic units or in any other consistent set. With the given numbers,

r_c = (0.05 J/m²)/(10⁸ J/m³) = 0.50 nm = 5.0 Å,

W = π(5 × 10⁻⁹ m)(0.05 J/m²)²/(10⁸ J/m³) = 3.93 × 10⁻¹⁹ J = 2.45 eV.

At r_c the wall has cost 4.90 eV and the bulk has returned 2.45 eV. The barrier is half of the wall cost, as the two terms in the calculation of W show.

The free energy at a few radii displays the whole curve:

r = 0.25 nm: F = 1.84 eV
r = 0.50 nm: F = 2.45 eV
r = 0.75 nm: F = 1.84 eV
r = 1.00 nm: F = 0
r = 1.50 nm: F = −7.35 eV

The radius of the tempting solution is the fourth entry, well down the far side of the hill.

The barrier is proportional to σ²/g. At fixed g and h, a wall energy 10 % higher raises W by the factor 1.1² = 1.21, that is, by 21 %. The uncertainty of σ therefore enters W doubled. At fixed σ and h, W grows without limit as g goes to zero, and so does r_c: without a driving force no column is ever wide enough to grow.

**(b) A column that already exists**

The curve is a parabola, and it helps to write it about its top. Put σ = g r_c into F:

F(r) = 2πhg r_c r − πhg r² = πhg r_c² − πhg(r_c² − 2r_c r + r²).

The first term on the right is πhg(σ/g)² = W, and the bracket is a square, so

F(r) = W − πhg(r − r_c)².

A uniform column of radius r₀ < r_c has still to climb

W − F(r₀) = πhg(r_c − r₀)² = W(1 − r₀/r_c)².

For r₀ = 0.3 nm this is 2.45 eV × (1 − 0.6)² = 0.39 eV. A column with 60 % of the critical radius has 16 % of the barrier left, because the hill is flat near its top. This does not make the thin column stable: its free energy falls when it shrinks, and nothing in the model holds it at 0.3 nm.

**(c) Is this the least barrier?**

The result W rests on the demand that the radius stay uniform. To see whether the demand matters, let the critical column have a small ripple along its axis z:

r(z) = r_c + a cos(kz), k = nπ/h, n = 1, 2, 3, …

The slope of this profile vanishes at z = 0 and z = h, so the wall meets both electrodes at a right angle. That is the angle required by equal contact energies, for which the wall has no reason to lean either way.

The volume is

V = π∫₀ʰ [r_c² + 2r_c a cos(kz) + a² cos²(kz)] dz = πh(r_c² + a²/2),

since the cosine integrates to zero over n half-waves and its square to h/2. The wall area is

A = 2π∫₀ʰ r √(1 + r′²) dz, with r′ = −ak sin(kz).

For small a the root is 1 + r′²/2, up to terms of fourth order. To second order in a,

A = 2π∫₀ʰ [r_c + a cos(kz) + (r_c/2)a²k² sin²(kz)] dz = 2πh r_c + (π/2)h r_c a²k².

The change in free energy is σ times the change in A minus g times the change in V:

ΔF = (π/2)hσ r_c k²a² − (π/2)hg a².

With σ = g r_c this becomes

ΔF = (πhg a²/2)(k²r_c² − 1).

A ripple stretches the wall, which costs energy, but it also adds volume, which gains energy. For long waves the gain wins. The condition k r_c < 1 means n < h/(πr_c) = 3.18, so the ripples n = 1, 2 and 3 lower the free energy.

Since πhg r_c² = W, the prefactor equals W a²/(2r_c²). For a = 0.005 nm it is 2.451 eV × (0.01)²/2 = 0.123 meV. For n = 1, where k r_c = 0.314, the formula gives

ΔF = 0.123 meV × (0.099 − 1) = −0.11 meV.

Direct integration of area and volume for the rippled shapes gives −0.1105, −0.0742, −0.0137 and +0.0710 meV for n = 1 to 4, with the change of sign where the formula puts it.

The uniform column at r_c is thus a maximum not just against a change of radius but against three ripples as well. The lowest route over a hill does not cross at such a point. Where two independent directions both lead down, a path that comes up along one and leaves along it can be bent sideways through the other, and it then stays below the top. A lower route must exist.

One such route starts with a hemisphere of radius R on one electrode. Its curved wall has area 2πR², its flat face costs nothing, and its volume is 2πR³/3:

F_h(R) = 2πσR² − (2π/3)gR³,

dF_h/dR = 4πσR − 2πgR² = 2πR(2σ − gR).

The maximum lies at R = 2σ/g = 1.0 nm, which fits inside the layer. This is the radius found in the tempting solution; it belongs to a body curved in two directions. The height is

W_h = 2πσ(4σ²/g²) − (2π/3)g(8σ³/g³) = (8πσ³/g²)(1 − 2/3) = 8πσ³/(3g²).

Its ratio to the column barrier is

W_h/W = [8πσ³/(3g²)]/[πhσ²/g] = 8σ/(3gh) = 8r_c/(3h) = 1.333 nm/5 nm = 0.267,

so W_h = 0.267 × 2.45 eV = 0.65 eV.

It remains to show that this route leads to a bridge without a second hill. Beyond R = 1.0 nm the slope of F_h is negative, and the hemisphere grows downhill until it touches the far electrode at R = h, where its free energy is −114 eV. After that, let R increase further and keep the part of the sphere that lies between the electrodes. This body touches both of them. A slice of a sphere of thickness h has curved area 2πRh, and its volume is

V = π∫₀ʰ (R² − z²) dz = π(R²h − h³/3).

Its free energy and slope are

F_b(R) = 2πσRh − πg(R²h − h³/3),

dF_b/dR = 2πh(σ − gR).

At R = h this F_b equals F_h, so the path is continuous, and for R > h the slope is negative because h is larger than σ/g. The path goes downhill all the way into a bridge.

The answer to (c) is no. In this model the barrier to a bridge is at most 0.65 eV, while 2.45 eV is the price of a column forced to stay uniform. The larger number applies where something outside the model imposes that shape.

The same demand stands behind the 0.39 eV of (b). The column of 0.3 nm has a free energy of 2.45 − 0.39 = 2.06 eV, which is already above the top of the hemisphere route. If its shape is free, it can reach a growing bridge without ever rising above 2.06 eV: it could, for instance, shrink away and start again as a hemisphere.

The order of the two barriers depends on the thickness. W is proportional to h, while W_h does not contain it, and they agree at h = 8r_c/3 = 1.33 nm. In a slightly thinner layer the uniform column has the lower barrier of the two. In the same range h is also below πr_c = 1.57 nm, so that no ripple of the kind considered lowers the energy. Below h = 2r_c = 1.0 nm the hemisphere touches the far electrode before it reaches its maximum, and the comparison no longer applies.

**(d) What the model leaves out**

Each estimate below changes one thing and holds the rest at the values of the problem. Unless the hemisphere is named, they refer to the uniform column, and the added material values are rough or assumed.

*End energies.* Let the contact energy of the new phase with the electrodes exceed that of the old phase by Δγ. The two ends add 2πr²Δγ, which has the same r² dependence as the bulk term:

F = 2πhσ r − πh(g − 2Δγ/h) r².

The driving force is replaced by g − 2Δγ/h. For Δγ = ±0.025 J/m², half of the wall energy, the shift is 10 % of g. The barrier becomes 2.72 eV for the positive sign and 2.23 eV for the negative one. The wall would now prefer to meet the electrodes at a different angle, so the straight column is no longer in balance at its ends. The compact nucleus of (c) is far more sensitive. It becomes a spherical cap whose contact angle θ, measured inside the new phase, obeys cos θ = −Δγ/σ, and its barrier is W_h(2 − 3 cos θ + cos³θ)/2. This gives 1.10 eV for the positive sign (θ = 120°) and 0.20 eV for the negative one (θ = 60°), in place of 0.65 eV.

*Curvature.* At a radius of a few atoms σ need not keep its flat-wall value. To first order in the curvature, write it as σ(1 − δ/r), with a length δ of either sign. Then

F = 2πhσ(r − δ) − πhg r².

The correction is a constant, so r_c does not move, and the top is lowered by 2πhσδ. Relative to W this is 2δg/σ = 2δ/r_c. For an assumed δ = 0.1 nm it is 40 %, and the barrier falls from 2.45 to 1.47 eV; a negative δ of the same size would raise it by as much. The starting point F = 0 at zero radius has been kept, although the expansion fails there, so this is an estimate of size. The remaining barrier in (b) is a difference between two radii, and in it the constant cancels. The hemisphere is curved in two directions, so its wall energy becomes σ(1 − 2δ/R); its barrier moves by about 60 %, to 0.28 eV for δ = 0.1 nm and to 1.06 eV for δ = −0.1 nm.

*Strain.* Suppose that the new phase differs in natural volume by a fraction Δ and has bulk modulus K. If nothing relaxes, the column is held at the volume of the old phase and stores KΔ²/2 per volume, while its surroundings store nothing. In linear elasticity, and with surroundings that start free of stress, the true elastic energy is the minimum over all displacements, so it cannot exceed this value. With K = 20 GPa and Δ = 6 %,

KΔ²/2 = (20 × 10⁹ Pa)(0.06)²/2 = 3.6 × 10⁷ J/m³.

This energy subtracts from g. In the unrelaxed limit the critical radius would be 0.78 nm and the barrier 3.83 eV. For these inputs the strained barrier therefore lies between 2.45 and 3.83 eV. The upper end depends steeply on the inputs: with K = 40 GPa the unrelaxed energy is 7.2 × 10⁷ J/m³ and the bound rises to 8.75 eV, and it loses all force as KΔ²/2 approaches g. For the hemisphere, whose barrier goes as 1/g², K = 20 GPa gives a range of 0.65 to 1.60 eV.

*Bias.* Let the column be insulating, with a permittivity higher than that of its surroundings by Δε. It adds a capacitance ΔC = Δε πr²/h. At fixed voltage U the stored energy rises by ΔC U²/2, but the source delivers the charge ΔC U and does the work ΔC U². The net change is −ΔC U²/2. With the field E = U/h this equals −(ΔεE²/2)πr²h, so ΔεE²/2 adds to g. At 0.5 V, or 1.0 MV/cm, and a relative permittivity contrast of 15, it amounts to 6.6 × 10⁵ J/m³, less than 1 % of g, and the barrier falls to 2.43 eV. A conducting column carries current and heats up, which this estimate does not describe. It therefore does not carry over to the Ge-Sb-Te layers mentioned at the end: their crystalline phase conducts, and their amorphous phase can itself switch to a conducting state at fields of this order.

*Temperature.* If the enthalpy and entropy differences between the phases do not depend on temperature, g is linear in T and vanishes at the melting temperature T_m, so g is proportional to T_m − T. Take T_m = 900 K and assign g = 10⁸ J/m³ to 300 K. At 600 K, with σ unchanged, g is halved. The critical radius doubles to 1.0 nm and the barrier to 4.90 eV. The linear law is reliable only near T_m. Hundreds of kelvin below it the two phases differ in heat capacity and the old phase may be a glass, so g varies more slowly; the common corrected form g ∝ (T_m − T)·2T/(T_m + T) lowers g by only 20 % between 300 K and 600 K. The numbers below use the linear law.

The barrier enters the rate of thermal crossing through the factor exp(−W/kT). The ratio W/kT is 95 at 300 K and again 95 at 600 K. The equality follows from the choice of temperatures: W/kT is proportional to 1/[T(T_m − T)], which is unchanged when T and T_m − T trade places, and 300 K and 600 K add up to T_m. The product T(T_m − T) is largest at T_m/2, so for the uniform column the ratio is smallest at 450 K. Equal ratios do not mean equal rates: the rate also has a prefactor, set by how fast the atoms rearrange, which can rise steeply with temperature. For the hemisphere the ratio is 25 at 300 K. Its barrier is proportional to 1/g², so at 600 K the barrier is four times as high and the ratio twice as large. With equal prefactors, its rate at 300 K would exceed that of the uniform column by a factor of about e⁷⁰.

**The numbers beside a real device**

The parameters are round numbers, chosen with a crystalline column through an amorphous Ge-Sb-Te layer in a phase-change memory in mind. They are not fitted to a particular alloy. Both σ and g matter: W is proportional to σ²/g and W_h to σ³/g². A value of g a few times larger would lower both barriers strongly, and a small relative error in σ shifts them more than an equal relative error in g. At g = 4 × 10⁸ J/m³, r_c would be 0.125 nm, less than one atomic spacing, and the sharp-wall picture would no longer apply. A thickness of 5 nm is small for such a layer. At fixed σ and g, a layer of 20 nm would have a column barrier four times as high and the same hemisphere barrier. The assumption of a uniform shape matters as well: a crystal in a real layer is free to start as a compact nucleus, which in this model, with equal contact energies, brings 2.45 eV down to 0.65 eV, and to between 0.20 and 1.10 eV for the contact energies tried in (d). The sharp wall is doubtful too. The critical column has a volume of 3.9 nm³ and, at roughly 30 atoms per nm³, contains about 120 atoms, with some three atoms across its diameter. A wall of fixed energy per area is a strained idea at that size, and the 40 % shift found for δ = 0.1 nm is a fair warning that even the first digit of the barrier is uncertain.

The numerical output below lists the main values.

Numbers as computed

```
layer thickness h = 5.0 nm
wall energy sigma = 0.05 J/m^2
driving force g = 1.0e+08 J/m^3
critical radius, formula = 0.5000 nm
critical radius, numerical maximum = 0.5000 nm
critical radius, converted = 5.00 angstrom
barrier, formula = 3.927e-19 J
barrier, formula = 2.451 eV
barrier, numerical maximum = 2.451 eV
wall cost at critical radius = 4.902 eV
bulk gain at critical radius = 2.451 eV
F at r = 0.25 nm: 1.838 eV
F at r = 0.75 nm: 1.838 eV
F at r = 1.00 nm: -0.000 eV
F at r = 1.50 nm: -7.353 eV
barrier left from r0 = 0.3 nm: 0.392 eV
ripple amplitude = 0.005 nm
ripple n = 1: k r* = 0.314, energy change = -0.1105 meV
ripple n = 2: k r* = 0.628, energy change = -0.0742 meV
ripple n = 3: k r* = 0.942, energy change = -0.0137 meV
ripple n = 4: k r* = 1.257, energy change = 0.0710 meV
h/(pi r*) = 3.18, energy-lowering ripples = 3
hemisphere critical radius = 1.000 nm
hemisphere barrier = 0.654 eV
thickness where both barriers agree = 1.333 nm
hemisphere energy on reaching far electrode = -114.4 eV
end energy difference -0.025 J/m^2: barrier = 2.228 eV
end energy difference +0.025 J/m^2: barrier = 2.723 eV
curvature length delta = 0.1 nm: r* = 0.500 nm, barrier = 1.471 eV
rough bulk modulus = 20 GPa, volume mismatch = 6 %
strain energy, upper bound = 3.60e+07 J/m^3
with this strain: r* = 0.781 nm, barrier = 3.830 eV
bias = 0.5 V, field = 1.0 MV/cm, relative permittivity contrast = 15
field energy density = 6.64e+05 J/m^3, barrier = 2.435 eV
rough melting temperature = 900 K
kT at 300 K = 0.0259 eV, at 600 K = 0.0517 eV
column barrier / kT at 300 K = 94.8
hemisphere barrier / kT at 300 K = 25.3
at 600 K: g = 5.0e+07 J/m^3, r* = 1.000 nm
at 600 K: barrier = 4.902 eV, barrier / kT = 94.8
critical column volume = 3.93 nm^3
rough atom density = 30 per nm^3, atoms in column = 118
```
